\section*{Augmentation charge in the Makov-Payne L^-3 term of a model ion}

\section*{Problem}

A closed-shell ion with $N=10$ valence electrons in a $d$ shell and core charge $Z=12$ is placed at the centre of a cubic cell of side $L$. Its net charge $q=Z-N=2$ is compensated by a uniform background. Hartree atomic units are used. Before pseudization every electron has the radial function
\begin{equation}
R(r)=A\,r^2e^{-\zeta r},\qquad A^2=\frac{(2\zeta)^7}{6!},\qquad \zeta=3.0 .
\end{equation}
The ultrasoft description replaces $R$ inside $r_c=1.8$ by
\begin{equation}
\tilde R(r)=r^2f(r),\qquad f(r)=a_0+a_2r^2+a_4r^4,
\end{equation}
matched to $R$ at $r_c$ in value and first two derivatives, with no condition on the norm. Outside $r_c$ the two functions coincide. The missing density is restored by an augmentation charge, itself pseudized inside $r_{\rm in}=1.2$: there its radial profile is an even polynomial of degree six that keeps the value, the first two derivatives at $r_{\rm in}$, and the enclosed charge. The local pseudopotential is $V_{\rm loc}(r)=-Z\,{\rm erf}(r/\sigma)/r$ with $\sigma=0.6$.

\begin{enumerate}
\item Derive the dependence of the total energy on $L$ through order $L^{-3}$ at fixed electron density.
\item Find the second radial moment of the smooth density and of the augmented density.
\item Evaluate the $L^{-3}$ term with each moment for $L=10$, and find the error of the corrected energy when the smooth moment is used.
\item Decide whether the unpseudized augmentation, or a smooth density rescaled to $N$ electrons, may supply the moment.
\end{enumerate}

\section*{Solution}

\subsection*{1. The finite-size energy}

Let $n(\mathbf r)$ be the electron number density, counted positive, and
\begin{equation}
M=\int r^2\,n(\mathbf r)\,d^3r .
\end{equation}
The density is spherical and confined to $r<L/2$, up to a negligible tail. At fixed orbitals the kinetic energy, the nonlocal energy with its bare coefficients, and a local or semilocal exchange-correlation energy are the same in the cell and in isolation. Only the electrostatic energy depends on $L$.

\paragraph{The periodic kernel.} With the divergent $\mathbf G=0$ Coulomb terms cancelled by the background, a unit point charge and its images produce the potential
\begin{equation}
\psi(\mathbf r)=\frac1{L^3}\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
Applying the Laplacian multiplies each term by $-G^2$. The remaining sum is that of a lattice of delta functions without its $\mathbf G=0$ term, so
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big].
\end{equation}
For $r<L$ only the delta function at the origin contributes. It is reproduced by $1/r$. The constant $4\pi/L^3$ is reproduced by $2\pi r^2/(3L^3)$, because $\nabla^2r^2=6$. What is left is harmonic, and its value at the origin defines the Madelung constant $\alpha$:
\begin{equation}
\psi(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+h(\mathbf r),\qquad \nabla^2h=0,\quad h(0)=0. \label{kernel}
\end{equation}
An Ewald sum gives $\alpha=2.837297$.

The function $h$ does not contribute for a spherical density. Take two concentric shells of radii $s$ and $s'$ with $s+s'<L$. For fixed $\mathbf r$ on the first shell, the average of $h(\mathbf r-\mathbf r')$ over the second is $h(\mathbf r)$, by the mean-value property of harmonic functions. The average of $h(\mathbf r)$ over the first shell is $h(0)=0$.

\paragraph{The local pseudopotential.} Write $V_{\rm loc}=-Z/r+v_{\rm s}$, where $v_{\rm s}(r)=Z\,{\rm erfc}(r/\sigma)/r$ is short-ranged. Its integral is
\begin{equation}
C=\int v_{\rm s}\,d^3r=4\pi Z\int_0^\infty r\,{\rm erfc}(r/\sigma)\,dr=\pi Z\sigma^2=13.5717 .
\end{equation}
The Fourier series of the periodic sum $\sum_{\mathbf R}v_{\rm s}(\mathbf r-\mathbf R)$ contains the $\mathbf G=0$ term $C/L^3$. If the energy $NC/L^3$ is kept, the electrons feel this complete sum, and since $v_{\rm s}$ does not reach neighbouring ions, its energy equals that of the isolated ion. The core then enters the finite-size energy as a point charge $Z$ at the origin.

This convention matters. At $L=10$ the term $NC/L^3$ is $0.135717$ hartree. Omitting it would shift the energy by another contribution of order $L^{-3}$, and the formula below would not apply unchanged. The same holds if $ZC/L^3$ is kept in its place, which amounts to treating the core as the smeared charge that generates $V_{\rm loc}$: the cell energy then rises by $qC/L^3$, or $0.027143$ hartree at $L=10$, more than the error found in part 3.

\paragraph{Collecting the terms.} The change from isolated to periodic interactions replaces $1/r$ by $\psi$. For the electrons among themselves, (\ref{kernel}) gives
\begin{align}
\Delta E_{ee}&=\frac12\iint n(\mathbf r)n(\mathbf r')\Big[-\frac\alpha L+\frac{2\pi}{3L^3}|\mathbf r-\mathbf r'|^2\Big]d^3r\,d^3r'\nonumber\\
&=-\frac{\alpha N^2}{2L}+\frac{2\pi NM}{3L^3}.
\end{align}
Here $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$. The two squares give $NM$ each, the factor $\frac12$ leaves one $NM$, and the scalar product integrates to zero. The attraction between electrons and core changes by
\begin{equation}
\Delta E_{ec}=-Z\int n\Big[-\frac\alpha L+\frac{2\pi r^2}{3L^3}\Big]d^3r=\frac{\alpha ZN}{L}-\frac{2\pi ZM}{3L^3}.
\end{equation}
The core interacts with its own images and the background through $\psi-1/r$ at the origin, which adds $\Delta E_{cc}=-\alpha Z^2/(2L)$. The $L^{-1}$ terms combine into $-\alpha(Z-N)^2/(2L)$ and the $L^{-3}$ terms into $-(Z-N)M$ times $2\pi/(3L^3)$:
\begin{equation}
E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2L}-\frac{2\pi qM}{3L^3}. \label{mp}
\end{equation}
If the second moment is instead defined with the charge density of the electrons alone, it equals $-M$, and the last term changes its written sign.

Under the stated assumptions (\ref{mp}) has no higher powers of $1/L$. A nonspherical density can bring in $h$, and a dipole would bring in the scalar product dropped above.

The density of a real ion also relaxes. The image potential varies across a spherical ion as $q r^2/L^3$ at leading order. The induced density is proportional to this potential, and because the isolated energy is stationary, the energy gain is quadratic in it. For an ion with a finite linear response, relaxation is therefore expected to enter at order $L^{-6}$. This estimate is not part of the numbers below, which hold for the fixed density. For a real $d^{10}$ ion with $q=2$ such as Zn$^{2+}$, Hartree--Fock puts the relaxation energy at $L=10$ near $-3$ meV (it moves by 0.2 meV between triple- and quadruple-zeta bases) and the change of the moment near $0.05$ bohr$^2$. This is small against the error of part 3, but not negligible against the 16 meV of part 4.

\subsection*{2. The second moments}

\paragraph{Before pseudization.} The moment of one electron is $\int_0^\infty r^4R^2dr$. With $\int_0^\infty r^ke^{-2\zeta r}dr=k!/(2\zeta)^{k+1}$,
\begin{equation}
M_{\rm full}=N\,\frac{8!/(2\zeta)^9}{6!/(2\zeta)^7}=\frac{14N}{\zeta^2}=15.5556\ \text{bohr}^2 .
\end{equation}

\paragraph{The smooth function.} Since both functions carry the factor $r^2$, it suffices to match $f$ to $F(r)=Ae^{-\zeta r}$. Put $x=\zeta r_c=5.4$, $F_c=F(r_c)$, and $b=a_2r_c^2/F_c$, $c=a_4r_c^4/F_c$. The derivative conditions, multiplied by $r_c/F_c$ and $r_c^2/F_c$, are
\begin{equation}
2b+4c=-x,\qquad 2b+12c=x^2 .
\end{equation}
Subtraction gives $c=(x^2+x)/8$; the first condition then gives $b=-(x^2+3x)/4$. The value condition is $a_0/F_c=1-b-c=1+(x^2+5x)/8$. Numerically, $a_0=0.71425$, $a_2=-0.31170$, $a_4=0.03665$.

The integrals needed inside and outside a radius $y$ are
\begin{align}
I_k(y)&=\int_0^y r^kf^2dr=\sum_{j=0}^4\frac{d_j\,y^{k+2j+1}}{k+2j+1},\\
T_k(y)&=A^2\!\int_y^\infty\! r^ke^{-2\zeta r}dr=\frac{A^2k!\,e^{-2\zeta y}}{(2\zeta)^{k+1}}\sum_{j=0}^k\frac{(2\zeta y)^j}{j!},
\end{align}
where squaring $f$ gives $d_0=a_0^2$, $d_1=2a_0a_2$, $d_2=a_2^2+2a_0a_4$, $d_3=2a_2a_4$, $d_4=a_4^2$, and repeated integration by parts gives the second line. The charge integrand $r^2\tilde R^2$ equals $r^6f^2$ inside $r_c$, and the moment has two more powers of $r$. Hence
\begin{align}
N_{\rm s}&=N[I_6(r_c)+T_6(r_c)]=4.1522,\\
M_{\rm s}&=N[I_8(r_c)+T_8(r_c)]=10.1707\ \text{bohr}^2 .
\end{align}

\paragraph{The augmentation.} For a closed shell the sum over the five $d$ orbitals is spherical. With one projector per orbital, normalized to unit overlap with the smooth state, the unpseudized augmentation density is $N g(r)/(4\pi)$, where $g=R^2-\tilde R^2$ for $r<r_c$ and zero outside. Its moment is $M_{\rm full}-M_{\rm s}=5.3849$ bohr$^2$.

Inside $r_{\rm in}$, $g$ is replaced by a polynomial. With $t=r/r_{\rm in}$ and $u=1-t^2$, the most general even polynomial of degree six is
\begin{equation}
p=b_0+b_1u+b_2u^2+b_3u^3 .
\end{equation}
At $t=1$ one has $u=0$ and $du/dt=d^2u/dt^2=-2$, so that $p=b_0$, $dp/dt=-2b_1$ and $d^2p/dt^2=-2b_1+8b_2$. Matching to $g$ at $r_{\rm in}$ yields
\begin{equation}
b_0=g,\qquad b_1=-\frac{r_{\rm in}g'}2,\qquad b_2=\frac{r_{\rm in}^2g''-r_{\rm in}g'}8 .
\end{equation}
The derivatives follow from
\begin{align}
g'&=R^2\Big(\frac4r-2\zeta\Big)-2\tilde R\tilde R',\\
g''&=R^2\Big[\Big(\frac4r-2\zeta\Big)^2-\frac4{r^2}\Big]-2(\tilde R'^2+\tilde R\tilde R'').
\end{align}
The charge to be kept is $K=\int_0^{r_{\rm in}}r^2g\,dr=1-T_6(r_{\rm in})-I_6(r_{\rm in})$. The integrals of $t^2u^k$ from 0 to 1 for $k=0,\dots,3$ are $\frac13,\frac2{15},\frac8{105},\frac{16}{315}$, so
\begin{equation}
b_3=\frac{315}{16}\Big[\frac K{r_{\rm in}^3}-\frac{b_0}3-\frac{2b_1}{15}-\frac{8b_2}{105}\Big].
\end{equation}
All four coefficients are now fixed, and no freedom remains to preserve the second moment. The integrals of $t^4u^k$ are $\frac15,\frac2{35},\frac8{315},\frac{16}{1155}$, and therefore
\begin{align}
M_{\rm aug}={}&N r_{\rm in}^5\Big[\frac{b_0}5+\frac{2b_1}{35}+\frac{8b_2}{315}+\frac{16b_3}{1155}\Big]\nonumber\\
&+N\big[T_8(r_{\rm in})-T_8(r_c)-I_8(r_c)+I_8(r_{\rm in})\big]\nonumber\\
={}&5.2409\ \text{bohr}^2 .
\end{align}
The second line is the unchanged part between $r_{\rm in}$ and $r_c$. The augmented density thus has
\begin{equation}
M=M_{\rm s}+M_{\rm aug}=10.1707+5.2409=15.4116\ \text{bohr}^2 .
\end{equation}

The augmentation carries $5.8478$ of the ten electrons, or 58\%, but only 34\% of the moment. Its mean square radius is $5.2409/5.8478=0.90$ bohr$^2$, against $10.1707/4.1522=2.45$ bohr$^2$ for the smooth part. The weight $r^2$ reduces the importance of the compact charge without making it negligible.

\subsection*{3. The $L^{-3}$ term and the error}

For $q=2$ and $L=10$ the prefactor is $2\pi q/(3L^3)=4.18879\times10^{-3}$. The two moments give
\begin{align}
\text{augmented:}\quad&-4.18879\times10^{-3}\times15.4116=-0.064556\ \text{hartree},\\
\text{smooth:}\quad&-4.18879\times10^{-3}\times10.1707=-0.042603\ \text{hartree}.
\end{align}
The first value is $-1.757$ eV.

To correct a periodic energy, the terms on the right of (\ref{mp}) are subtracted from it. If a moment $M'$ is used in place of $M$,
\begin{equation}
E_{\rm corr}(M')=E_{\rm per}+\frac{\alpha q^2}{2L}+\frac{2\pi qM'}{3L^3}.
\end{equation}
Inserting (\ref{mp}) for $E_{\rm per}$ cancels the monopole terms and leaves
\begin{equation}
E_{\rm corr}(M')-E_{\rm iso}=\frac{2\pi q}{3L^3}(M'-M). \label{err}
\end{equation}
For $M'=M_{\rm s}$ the bracket is $-M_{\rm aug}$, so the error relative to the isolated ion is
\begin{equation}
\Delta E=-\frac{2\pi q}{3L^3}M_{\rm aug}=-0.021953\ \text{hartree}=-0.597\ \text{eV}.
\end{equation}
The corrected energy of this cation is too low, because the periodic energy lies below the isolated one and too little is added back. For an anion with positive $M_{\rm aug}$ the sign is reversed. For $q=0$ the error vanishes, as does the whole finite-size energy of a spherical neutral atom in this model.

The error falls as $L^{-3}$. To bring it to 10 meV the cell side must grow from 10 bohr by the factor $(0.5974/0.010)^{1/3}=3.909$, to $L=39.09$ bohr. For the fixed spherical density used here, including the augmentation moment removes this error at any cell size for which the density stays within its cell.

\paragraph{A direct check.} Equation (\ref{mp}) can be tested without using the quadratic term of the kernel expansion; only the constant $\alpha$ is taken from it. With $n(\mathbf G)$ and $V_{\rm loc}(\mathbf G)$ the Fourier integrals over one ion, the cell energy is
\begin{align}
E_{\rm per}={}&\frac1{L^3}\sum_{\mathbf G\ne0}\Big[\frac{2\pi|n(\mathbf G)|^2}{G^2}+n(\mathbf G)V_{\rm loc}(\mathbf G)\Big]\nonumber\\
&+\frac{NC}{L^3}-\frac{\alpha Z^2}{2L}.
\end{align}
The isolated energy is a radial integral. With $P(r)$ the number of electrons inside $r$,
\begin{equation}
E_{\rm iso}=\int_0^\infty4\pi r^2n(r)\Big[\frac{P(r)}r+V_{\rm loc}(r)\Big]dr .
\end{equation}
The first term counts each pair of shells once, at the larger radius, which accounts for the factor $\frac12$ in the Hartree energy. At $L=10$ the difference $E_{\rm per}-E_{\rm iso}$ is $-0.632015$ hartree. Removing the monopole term $-0.567459$ leaves $-0.064556$, the value found with the augmented moment. For $L=10$, 12 and 14 bohr the direct remainder and the formula agree within the test tolerance of $10^{-6}$ hartree, as the numerical output shows. The error of the smooth moment, formed from the same direct energies, passes the same test.

\subsection*{4. Two other candidate moments}

\paragraph{The unpseudized augmentation.} Its total moment is $15.5556$ bohr$^2$, larger than the consistent one by $0.1440$ bohr$^2$. By (\ref{err}) the corrected energy at $L=10$ is too high by $0.000603$ hartree, about 16 meV. Although this moment belongs to the original orbital, it is not the right one here: both $E_{\rm per}$ and the limit it should approach are computed with the pseudized charge. The moment must come from the density that enters the Hartree energy. If the unpseudized density is used throughout, its own moment satisfies (\ref{mp}), and this case was tested as well.

\paragraph{The rescaled smooth density.} Multiplying the smooth density by $N/N_{\rm s}$ restores the electron count but gives all electrons the large mean square radius of the smooth part:
\begin{equation}
M'=10.1707\times\frac{10}{4.1522}=24.49\ \text{bohr}^2 .
\end{equation}
The error at $L=10$ becomes $+0.038047$ hartree. In this model the rescaling reverses the sign of the error and increases its size from $0.022$ to $0.038$ hartree.

\paragraph{The net charge.} Throughout, $q$ has been taken from the full electron count. If it too were read from the smooth density, it would be $12-4.1522=7.8478$, and the monopole correction at $L=10$ would be $2.837297\times7.8478^2/20=8.74$ hartree instead of $0.567$. That mistake shows itself at once. With the correct $q$, the error of the smooth moment is less conspicuous: it is 3.9\% of the monopole term at $L=10$, yet it amounts to 34\% of the $L^{-3}$ term at every cell size.

\section*{Computed values}
\begin{verbatim}
electrons N = 10, core charge Z = 12, net charge q = 2 e
orbital exponent zeta = 3.0 1/bohr
r_c = 1.8, r_in = 1.2, sigma of V_loc = 0.6 bohr
smooth polynomial a0, a2, a4 = 0.71425, -0.31170, 0.03665 (a.u.)
Madelung constant alpha = 2.837297
kernel r^2 term at r = 0.1 L: direct 0.0209440, formula 0.0209440 (1/L)
electrons in smooth density = 4.1522
electrons in augmentation   = 5.8478
M smooth                    = 10.1707 bohr^2
M augmentation, pseudized   = 5.2409 bohr^2
M augmentation, unpseudized = 5.3849 bohr^2
M total, pseudized aug.     = 15.4116 bohr^2
M total, unpseudized aug.   = 15.5556 bohr^2
M smooth rescaled to N      = 24.4946 bohr^2
local G=0 integral C        = 13.5717 hartree bohr^3
isolated electrostatic energy = -73.935274 hartree
--- cell side L = 10.0 bohr, energies in hartree ---
E_per - E_iso, direct        = -0.632015
monopole term                = -0.567459
remainder, direct            = -0.064556
L^-3 term, augmented moment  = -0.064556
L^-3 term, smooth moment     = -0.042603
error, smooth: direct -0.021953, formula -0.021953
error, unpseudized moment    = 0.000603
error, rescaled moment       = 0.038047
--- cell side L = 12.0 bohr, energies in hartree ---
E_per - E_iso, direct        = -0.510242
monopole term                = -0.472883
remainder, direct            = -0.037359
L^-3 term, augmented moment  = -0.037359
L^-3 term, smooth moment     = -0.024654
error, smooth: direct -0.012704, formula -0.012704
error, unpseudized moment    = 0.000349
error, rescaled moment       = 0.022018
--- cell side L = 14.0 bohr, energies in hartree ---
E_per - E_iso, direct        = -0.428854
monopole term                = -0.405328
remainder, direct            = -0.023526
L^-3 term, augmented moment  = -0.023526
L^-3 term, smooth moment     = -0.015526
error, smooth: direct -0.008000, formula -0.008000
error, unpseudized moment    = 0.000220
error, rescaled moment       = 0.013866
smooth-moment error at L = 10.0 bohr: -0.5974 eV
augmented L^-3 term at L = 10.0 bohr: -1.7567 eV
local G=0 energy N C/L^3 at L = 10.0 bohr: 0.135717 hartree
L for a smooth-moment error of 10 meV = 39.09 bohr
\end{verbatim}
